# Wigner-Kirkwood partial sums and Pauli-blocked strength between atomic shells

## The decision

A calculation of the dipole absorption of argon produces a list of transitions out of the 3p shell. Before using it one wants to know whether the list is complete, and so which number its oscillator strengths should add up to. The shell holds six electrons, which suggests six. But should the sum include the transitions 3p→1s, 3p→2s and 3p→3s, whose final orbitals are full? They have negative strength, and dropping them raises the sum.

Both sums are useful, for different purposes. With the occupied orbitals included, and for independent electrons in one local potential common to all angular momenta, each angular channel has a value known in advance, so that sum is a necessary check on the basis, though not a sufficient one. With them excluded, the sum describes what the shell can absorb, and its value depends on the atom.

## Setting and conventions

Hartree atomic units are used. One electron moves in a local central potential $v(r)$, the same for every angular momentum, without relativity. An orbital is $\psi=u(r)Y_{lm}/r$ with real $u$, $\int_0^\infty u^2dr=1$, and

$$h_l u=Eu,\qquad h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v(r).$$

The potential is less singular than $1/r^2$ at the origin, so $u\sim r^{l+1}$ there. The initial orbital is bound and decays exponentially.

The oscillator strength from level $nl$ to level $n'l'$ is averaged over the initial $m$ and summed over the final $m'$:

$$f=\frac{2(E'-E)}{2l+1}\sum_{mm'}|\langle n'l'm'|z|nlm\rangle|^2 .$$

It is positive for absorption ($E'>E$) and negative for emission. I write $R=\int u'\,r\,u\,dr$ for the radial integral, where $u'$ in this integral is the final radial function. In all other places $u'$ means $du/dr$. A sum over $n'$ runs over all levels of the final channel: lower, higher, and the continuum, where it becomes an integral.

## Simplest case: an s electron

For $l=0$ we have $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, so the final state must have $l'=1$, and $f=\frac23(E'-E)R^2$.

The eigenfunctions of $h_1$ are complete for radial functions in the p channel. The function $ru$ is normalizable and behaves as $r^2$ at the origin, as a regular p function does. It can therefore be expanded in them, with coefficients $R$, and

$$\sum_{n'}(E'-E)R^2=\int ru\,(h_1-E)\,(ru)\,dr .$$

To evaluate the right side, use $(ru)''=ru''+2u'$:

$$(h_0-E)(ru)=r\,(h_0-E)u-u'=-u',$$

because $(h_0-E)u=0$. The p channel has the extra centrifugal term $1/r^2$, so

$$(h_1-E)(ru)=-u'+\frac{u}{r}.$$

Multiply by $ru$ and integrate. The first term is

$$-\int_0^\infty r\,u\,u'\,dr=-\Big[\tfrac12ru^2\Big]_0^\infty+\frac12\int_0^\infty u^2dr=\frac12,$$

and the second is $\int u^2dr=1$. The radial sum is $\frac32$, and the strength is $\frac23\cdot\frac32=1$.

One third of this unit strength comes from the radial motion and two thirds from the centrifugal energy the electron acquires in the p channel. The potential has dropped out. For $l>0$ there is also a channel in which centrifugal energy is given up.

## General l: the angular factor

We need $G=\sum_{mm'}|\langle l'm'|\cos\theta|lm\rangle|^2$. Write the square as a double integral over directions $\mathbf n_1$ and $\mathbf n_2$. The addition theorem,

$$\sum_mY_{lm}(\mathbf n_1)Y^*_{lm}(\mathbf n_2)=\frac{2l+1}{4\pi}P_l(x),\qquad x=\mathbf n_1\cdot\mathbf n_2,$$

used for both $l$ and $l'$, gives

$$G=\frac{(2l+1)(2l'+1)}{16\pi^2}\iint n_{1z}n_{2z}P_l(x)P_{l'}(x)\,d\Omega_1d\Omega_2 .$$

Everything except $n_{1z}n_{2z}$ depends on $x$ alone. Rotating both directions together changes nothing else, so $n_{1z}n_{2z}$ may be replaced by its rotational average $x/3$. The same holds for the $x$ and $y$ components of the dipole, so $f$ does not depend on the polarization. The remaining angles contribute $4\pi\cdot2\pi=8\pi^2$:

$$G=\frac{(2l+1)(2l'+1)}{6}\int_{-1}^{1}xP_lP_{l'}\,dx .$$

Now insert $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ and $\int P_{l'}^2dx=2/(2l'+1)$. The integral vanishes unless $l'=l\pm1$, and

$$G_{l+1}=\frac{l+1}{3},\qquad G_{l-1}=\frac l3 .$$

Both are $l_>/3$, where $l_>$ is the larger of $l$ and $l'$. Therefore

$$f=\frac23\,\frac{l_>}{2l+1}\,(E'-E)\,R^2 .$$

For $l=0$ this returns the expression used above.

## General l: the radial sum

The s-electron argument carries over. The function $ru\sim r^{l+2}$ vanishes at the origin as fast as a regular function of channel $l+1$, and faster than one of channel $l-1$, so it may be expanded in either. The two radial Hamiltonians differ by

$$h_{l'}-h_l=\frac{\Delta}{2r^2},\qquad \Delta=l'(l'+1)-l(l+1).$$

As before, $(h_l-E)(ru)=-u'$, hence

$$(h_{l'}-E)(ru)=-u'+\frac{\Delta}{2r}u,$$

$$\sum_{n'}(E'-E)R^2=\frac12+\frac\Delta2 .$$

For $l'=l+1$, $\Delta=(l+1)(l+2-l)=2(l+1)$ and the radial sum is $(2l+3)/2$. For $l'=l-1$, $\Delta=l(l-1-l-1)=-2l$ and the radial sum is $-(2l-1)/2$. Multiplying by $\frac23l_>/(2l+1)$ gives the Wigner-Kirkwood partial sums:

$$\sum_{n'}f(nl\to n',l+1)=\frac{(l+1)(2l+3)}{3(2l+1)},$$

$$\sum_{n'}f(nl\to n',l-1)=-\frac{l(2l-1)}{3(2l+1)} .$$

They add up to

$$\frac{(2l^2+5l+3)-(2l^2-l)}{3(2l+1)}=\frac{6l+3}{3(2l+1)}=1,$$

the Thomas-Reiche-Kuhn value for one electron. For p electrons the two parts are $10/9$ and $-1/9$; for d electrons they are $7/5$ and $-2/5$.

The negative sign has a consequence. Every transition to a higher level contributes a non-negative $f$. For $l\ge1$ the sum to $l-1$ can be negative only if some level of angular momentum $l-1$ lies below the initial one. In an atom such levels are often occupied, and there the Pauli principle enters.

## Check on hydrogen 2p

Here $l=1$, and one level lies below, 1s. With $u_{1s}=2re^{-r}$ and $u_{2p}=r^2e^{-r/2}/\sqrt{24}$,

$$R=\frac{2}{\sqrt{24}}\int_0^\infty r^4e^{-3r/2}dr=\frac{2}{\sqrt{24}}\cdot\frac{4!}{(3/2)^5},\qquad R^2=\frac16\left(\frac{256}{81}\right)^2 .$$

The energy change is $-\frac12+\frac18=-\frac38$, so

$$f(2p\to1s)=\frac23\cdot\frac13\cdot\left(-\frac38\right)R^2=-\frac{R^2}{12}=-0.138732 .$$

All other s states, found by diagonalization, contribute $+0.027621$. The sum is $-0.111111$, which is $-1/9$. The emission outweighs all the absorption into s states.

The numerical check makes the same comparison in three potentials: hydrogen, a harmonic oscillator and argon. The largest absolute deviation from the two formulas is $2\times10^{-11}$. The calculation uses a box with $u=0$ at the wall. This replaces the continuum by discrete levels but leaves the sums unchanged, because $ru$ also vanishes at the wall and the boundary term $ru^2/2$ is still zero.

## Where the partial sums fail

The potential cancelled because both channels had the same $v(r)$. Suppose the final channel has an additional potential $\delta v(r)$. Then $(h_{l'}-E)(ru)$ contains the extra term $\delta v\,ru$, and the partial sum changes by

$$\frac23\,\frac{l_>}{2l+1}\int u^2r^2\,\delta v\,dr .$$

The potential $\delta v$ is weighted by $r^2u^2$, which favours the outer part of the orbital. A $\delta v$ confined near the nucleus, where this weight is small, therefore has little effect for its height. For argon 3p, adding $0.5\,e^{-r^2/4}$ hartree to the s channel gives an integral of $0.54213$. The sum to s states becomes $-0.11111+\frac29(0.54213)=0.00936$. Direct diagonalization gives the same value. The change is linear in $\delta v$; with this height, larger than the 3p binding energy of 0.33 hartree, it is just enough to reverse the sign of the sum.

A non-local operator $K_l$ in the Hamiltonian, such as Hartree-Fock exchange, adds $\int ru\,(K_{l'}ru-rK_lu)\,dr$ to the radial sum. This is in general not zero, for two reasons: a non-local $K_l$ does not commute with $r$, and $K_{l'}$ may differ from $K_l$. The second reason is enough by itself. Calculations with such operators, including $l$-dependent pseudopotentials, should not be checked against the formulas above.

## Two filled shells

Now place independent electrons in the common potential and keep it frozen during the excitation. The dipole operator is a sum of one-electron operators, so it replaces one occupied spin orbital $i$ of a determinant by an empty one $j$. The energy changes by $E_j-E_i$ and the matrix element is $z_{ji}$ up to a sign. If $j$ is occupied, the transition does not exist.

Let $g_a=2(2l_a+1)$ be the capacity of shell $a$, and let $f_{ab}$ be the one-electron strength from $a$ to $b$. Since $f_{ab}$ is an average over the orbitals of $a$,

$$g_af_{ab}=\sum_{i\in a,\,j\in b}2(E_b-E_a)|z_{ji}|^2 .$$

Exchanging $a$ and $b$ leaves the squares alone and reverses the energy difference:

$$g_af_{ab}=-g_bf_{ba}.$$

Take a filled s shell below a filled p shell. Without blocking, their total strengths are 2 and 6. Blocking s→p removes $2f_{sp}>0$ from the s shell. Blocking p→s removes $6f_{ps}=-2f_{sp}$ from the p shell, and removing a negative amount raises its sum. The shells end with $2-2f_{sp}$ and $6+2f_{sp}$, and the total is still 8. The blocked strength has moved from the lower shell to the higher one.

## Any number of shells, filled or not

Let shell $a$ hold $q_a$ electrons, and average over all determinants of the configuration. A given spin orbital of $a$ is occupied with probability $q_a/g_a$, and one of $b$ is empty with probability $1-q_b/g_b$. For two different shells these events are independent, and the dipole operator does not connect a shell with itself because $l$ must change. The allowed strength from $a$ to $b$ is therefore

$$\frac{q_a}{g_a}\left(1-\frac{q_b}{g_b}\right)g_af_{ab}=q_a\left(1-\frac{q_b}{g_b}\right)f_{ab}.$$

Sum over all $b$, with $q_b=0$ for the empty levels. Since $\sum_bf_{ab}=1$,

$$S_a=q_a-\sum_bT_{ab},\qquad T_{ab}=\frac{q_aq_b}{g_b}f_{ab}.$$

Dividing $g_af_{ab}=-g_bf_{ba}$ by $g_ag_b$ gives $f_{ab}/g_b=-f_{ba}/g_a$, so

$$T_{ba}=\frac{q_aq_b}{g_a}f_{ba}=-\frac{q_aq_b}{g_b}f_{ab}=-T_{ab}.$$

In the sum over all shells the transfers cancel in pairs, and $\sum_aS_a=\sum_aq_a=N$. The sign of $T_{ab}$ is that of $E_b-E_a$, so within each pair strength moves from the lower shell to the higher. If either shell is empty, $T_{ab}=0$ and the one-electron result returns.

The angular channels are not conserved separately. If $l_b=l_a+1$, blocking takes $T_{ab}$ out of the $l+1$ sum of $a$ and adds it to the $l-1$ sum of $b$. If $l_b=l_a-1$, the roles of the two channels are interchanged.

A partly filled case shows the occupation factors at work. Take 3s¹3p³ with the argon orbitals of the next section, where $f_{3s,3p}=0.73972$ and $f_{3p,3s}=-0.24657$. The formula gives $1\cdot(1-\frac36)(0.73972)=0.36986$ for absorption and $3\cdot(1-\frac12)(-0.24657)=-0.36986$ for emission. Enumerating the 40 determinants gives the same values. They are equal and opposite because both shells are half full; with unequal fractional fillings they differ. At half filling $1-q_b/g_b$ equals $q_b/g_b$, so this enumeration cannot tell the vacancy factor from the occupation factor; the form of the factor rests on the counting argument above. Emission into the hole in 3s is a real process here and stays in the sum.

If instead all shells are full and every empty level lies above every occupied one, each remaining transition is an absorption. Every term in $S_a$ is then non-negative, including those to $l-1$. The negative partial sum of an outer shell is thus replaced by a non-negative allowed sum.

## Argon

The common potential comes from a self-consistent local-density calculation for the free atom with Dirac exchange only. It omits correlation and relativity and treats exchange approximately. The orbital energies in hartree are $-113.72$ (1s), $-10.73$ (2s), $-8.38$ (2p), $-0.83$ (3s) and $-0.33$ (3p).

First the completeness check for one 3p electron going to s states. Five decimals are kept so that the cancellation can be followed:

- to 1s, 2s and 3s: $-0.00598-0.02550-0.24657=-0.27805$
- to all empty s states: $+0.16694$
- sum: $-0.11111$, as required by $-1/9$

The first line is blocked. What six electrons can absorb into s states is $6(0.16694)=1.00$, where the unrestricted sum would have given $-0.67$. No d shell is occupied, so the d channel keeps $6\cdot\frac{10}{9}=6.67$. The 3p shell therefore has an allowed strength of 7.67.

The strengths $T_{ab}$ moved between the filled shells are:

- 1s→2p: 0.53
- 1s→3p: 0.04
- 2s→2p: 0.48
- 2s→3p: 0.15
- 2p→3s: 0.11
- 3s→3p: 1.48

For each shell, subtract what leaves and add what arrives:

$$\begin{aligned}
S_{1s}&=2-0.53-0.04=1.43\\
S_{2s}&=2-0.48-0.15=1.37\\
S_{2p}&=6+0.53+0.48-0.11=6.90\\
S_{3s}&=2+0.11-1.48=0.63\\
S_{3p}&=6+0.04+0.15+1.48=7.67
\end{aligned}$$

The total is 18.00. The largest relative change is in 3s. Of the unit strength of each 3s electron, 0.74 belongs to the blocked transition 3s→3p, and the shell keeps less than a third of its nominal strength. The 3p shell, highest in energy, loses nothing and gains from all three s shells.

The channel totals shift as well. Five of the six transfers go from an s shell to a p shell and sum to 2.68; the transfer 2p→3s works the other way. The net shift is $2.68-0.11=2.57$. The atom's $l+1$ strength falls from 19.33 to 16.76, and its $l-1$ strength rises from $-1.33$ to $1.24$.

## What to require of the 3p list

With a common local potential, include the occupied orbitals and require $-1/9$ and $10/9$ per electron in the two channels. This requirement holds whatever the common potential. It is met when the initial orbital solves its radial equation accurately and the final basis can represent $ru$, but it can also be met by accident. With an exact initial orbital, a basis that contains $ru$ gives the exact sum even when its individual levels are poor: for hydrogen 2p, the single s function $r^3e^{-r/2}$ already gives $-1/9$, although it cannot describe the 1s state. A failed sum shows that transitions are missing from the list, or that the initial orbital, the final basis or the evaluation of the strengths is at fault; a passed one does not certify the individual strengths, and the strengths to the occupied orbitals must be converged separately. Then remove the blocked transitions. The remaining strength should be 7.67 in this model of argon, and a list adjusted to add up to 6 would be wrong.

The value 7.67 is a property of independent electrons in one frozen potential. When the electrons interact, an excited state can mix determinants with holes in different shells, and its strength no longer belongs to a single shell. The numbers $S_a$ should therefore not be read as measured strengths of absorption edges.

## Table of computed values

```
All strengths f are dimensionless; energies in hartree
formula l=0: sum to l+1 = 1.000000, to l-1 = 0.000000
formula l=1: sum to l+1 = 1.111111, to l-1 = -0.111111
formula l=2: sum to l+1 = 1.400000, to l-1 = -0.400000
formula l=3: sum to l+1 = 1.714286, to l-1 = -0.714286
largest error of partial sums, three potentials: 2.3e-11
H 2p->1s: f = -0.138732 (symbolic -0.138732)
H 2p-> all other s states: f = 0.027621
H 2p-> all s: -0.111111; all d: 1.111111
Ar nuclear charge 18; box radius 40 bohr; 85 splines
Ar total energy, exchange-only LDA: -524.5174 hartree
Ar kinetic energy: 524.5174 hartree
Ar orbital energy 1s: -113.7159 hartree
Ar orbital energy 2s: -10.7299 hartree
Ar orbital energy 2p: -8.3782 hartree
Ar orbital energy 3s: -0.8328 hartree
Ar orbital energy 3p: -0.3338 hartree
Ar 3p per electron, unblocked: to s -0.111111, to d 1.111111
Ar 3p per electron to 1s, 2s, 3s: -0.00598, -0.02550, -0.24657
Ar 3p per electron to empty s states: 0.16694
Blocked pairs a->b: f_ab, f_ba, strength moved from a to b
  1s->2p: 0.26681, -0.08894, 0.53362
  1s->3p: 0.01794, -0.00598, 0.03589
  2s->2p: 0.23764, -0.07921, 0.47527
  2s->3p: 0.07649, -0.02550, 0.15299
  2p->3s: 0.01811, -0.05433, 0.10866
  3s->3p: 0.73972, -0.24657, 1.47943
Ar shells: electrons, allowed to l-1, allowed to l+1, allowed total
  1s: 2, 0.0000, 1.4305, 1.4305
  2s: 2, 0.0000, 1.3717, 1.3717
  2p: 6, 0.2336, 6.6667, 6.9002
  3s: 2, 0.0000, 0.6292, 0.6292
  3p: 6, 1.0016, 6.6667, 7.6683
Ar total allowed strength: 18.00000
s-channel bump 0.5*exp(-r^2/4): height 0.5 hartree
  <3p|r^2 bump|3p> = 0.54213 hartree bohr^2
  3p sum to s becomes 0.00936 instead of -0.11111
3s^1 3p^3 in the Ar potential, 40 determinants:
  mean allowed 3s->3p 0.36986, 3p->3s -0.36986
```
